# Sample rotation and sputter ripples: when the averaged surface stays unstable: verification in Python

```python
"""
Result under test: rotating a sputtered sample replaces the curvature
coefficients Sx, Sy of  h_t = -v0 + g h_x + Sx h_xx + Sy h_yy - B del^4 h
by their mean (Sx+Sy)/2; the rotated surface is unstable when it is negative.
theta: incidence angle from the normal, beam projected along +x.
depth, along, across: mean depth and the two widths of the Gaussian energy
deposit (nm). mu: summed recoil displacement per ion (atom nm).
Lengths in nm, times in s. Sx, Sy in nm^2/s, B in nm^4/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Rough, round values in the regime of 1 keV argon on amorphised InSb
ION_ENERGY_EV = 1000.0
CURRENT_UA_CM2 = 100.0
LATTICE_NM = 0.648
DEPTH, WIDTH = 3.0, 1.5
NORMAL_YIELD = 1.0
MU = 5.0
B = 20.0
ERODED_NM = 2000.0
RPM = 1.0
START_NM = 0.1
EMISSIVITY = 0.5
ROOM_K = 300.0

ion_flux = CURRENT_UA_CM2 * 1e-6 / const.e / 1e14      # ions / nm^2 / s
atom_density = 8 / LATTICE_NM**3                       # atoms / nm^3
unit_rate = ion_flux / atom_density                    # nm/s per atom per ion
omega = 2 * np.pi * RPM / 60

STEP = 0.25
axis = np.arange(-16, 16 + STEP / 2, STEP)
X, Y = np.meshgrid(axis, axis, indexing="ij")


def erosion_speed(theta, height, slope_x, depth, along, across):
    """Erosion speed at the origin, summed over all ion impacts."""
    s, c = np.sin(theta), np.cos(theta)
    path = X * s - height * c
    side2 = X**2 + Y**2 + height**2 - path**2
    deposit = np.exp(-(depth + path)**2 / (2 * along**2)
                     - side2 / (2 * across**2))
    deposit /= (2 * np.pi)**1.5 * along * across**2
    scale = np.sqrt(2 * np.pi) * along * np.exp(depth**2 / (2 * along**2))
    total = np.sum(deposit * (c + s * slope_x)) * STEP**2
    return unit_rate * NORMAL_YIELD * scale * total


def direct_curvature(theta, *cascade):
    """Sx, Sy by differentiating the speed on weakly curved surfaces."""
    e = 1e-4
    sx = -(erosion_speed(theta, e * X**2 / 2, e * X, *cascade)
           - erosion_speed(theta, -e * X**2 / 2, -e * X, *cascade)) / (2 * e)
    sy = -(erosion_speed(theta, e * Y**2 / 2, 0 * X, *cascade)
           - erosion_speed(theta, -e * Y**2 / 2, 0 * X, *cascade)) / (2 * e)
    return sx, sy


def wave_growth(theta, k, phi, *cascade):
    """Erosive growth rate of a sinusoid, all orders in k."""
    kx, ky = k * np.cos(phi), k * np.sin(phi)
    amp = 1e-4 / k**2
    phase = kx * X + ky * Y
    h, hx = amp * (np.cos(phase) - 1), -amp * kx * np.sin(phase)
    up = erosion_speed(theta, h, hx, *cascade)
    down = erosion_speed(theta, -h, -hx, *cascade)
    return -(up - down) / (2 * amp)


def erosion_formula(theta, a, al, be):
    """Flat-surface speed and closed-form erosive Sx, Sy."""
    s2, c2 = np.sin(theta)**2, np.cos(theta)**2
    d2 = be**2 * s2 + al**2 * c2
    n = unit_rate * NORMAL_YIELD * al / np.sqrt(d2)
    n *= np.exp(a**2 / (2 * al**2) - a**2 * c2 / (2 * d2))
    sy = -n * a * c2 * be**2 / (2 * d2)
    bracket = a**2 * s2 * be**2 / d2 + al**2 - 2 * s2 * (be**2 - al**2)
    sx = n * a * be**2 / d2 * (s2 - c2 / (2 * d2) * bracket)
    return n * np.cos(theta), sx, sy


def recoil_formula(theta, mu):
    return (unit_rate * mu * np.cos(2 * theta),
            unit_rate * mu * np.cos(theta)**2)


def total_coefficients(theta, mu=MU):
    _, ex, ey = erosion_formula(theta, DEPTH, WIDTH, WIDTH)
    rx, ry = recoil_formula(theta, mu)
    return ex + rx, ey + ry


def mean_coefficient(theta, mu=MU):
    return sum(total_coefficients(theta, mu)) / 2


def recoil_current(theta, px, py, mu):
    """Projected recoil current on a facet with slopes px, py."""
    beam = np.array([np.sin(theta), 0.0, -np.cos(theta)])
    g = 1 + px**2 + py**2
    normal = np.array([-px, -py, 1.0]) / np.sqrt(g)
    cos_local = -beam @ normal
    tangent = beam + cos_local * normal
    return unit_rate * mu * np.sqrt(g) * cos_local * tangent[:2]


def direct_recoil(theta, mu):
    e = 1e-4
    jx = (recoil_current(theta, e, 0, mu)
          - recoil_current(theta, -e, 0, mu))[0] / (2 * e)
    jy = (recoil_current(theta, 0, e, mu)
          - recoil_current(theta, 0, -e, mu))[1] / (2 * e)
    return -jx, -jy


# Closed coefficients against quadrature, unequal widths included
for deg, cascade in ((0, (3.0, 1.5, 1.2)), (30, (3.0, 1.5, 1.0)),
                     (45, (3.0, 1.5, 1.5)), (65, (2.5, 1.2, 1.6))):
    th = np.radians(deg)
    speed, fx, fy = erosion_formula(th, *cascade)
    dx, dy = direct_curvature(th, *cascade)
    flat = erosion_speed(th, 0 * X, 0 * X, *cascade)
    size = max(abs(fx), abs(fy))
    assert abs(flat / speed - 1) < 1e-6
    assert abs(dx - fx) < 1e-3 * size and abs(dy - fy) < 1e-3 * size

# Directional law of the coefficient, from waves at oblique azimuths
cascade = (DEPTH, WIDTH, WIDTH)
th = np.radians(65)
_, fx, fy = erosion_formula(th, *cascade)
for phi in np.radians([0, 25, 60, 90, 130]):
    k = 0.005
    measured = -wave_growth(th, k, phi, *cascade) / k**2
    law = fx * np.cos(phi)**2 + fy * np.sin(phi)**2
    assert abs(measured - law) < 5e-3 * max(abs(fx), abs(fy))

# Recoil coefficients against the differentiated surface current
for deg in (10, 45, 70):
    th = np.radians(deg)
    assert np.allclose(direct_recoil(th, MU), recoil_formula(th, MU),
                       atol=1e-6)

# Critical angle without recoils, for a depth/width ratio other than 2
ratio_a = 2.5**2 / (2 * 1.5**2)
sin2 = (ratio_a - 2 + np.sqrt(ratio_a**2 + 4)) / (2 * ratio_a)
th = np.arcsin(np.sqrt(sin2))
sx, sy = direct_curvature(th, 2.5, 1.5, 1.5)
assert abs(sx + sy) < 2e-3 * abs(sx)
for shift, sign in ((-0.05, -1), (0.05, 1)):
    assert sign * sum(direct_curvature(th + shift, 2.5, 1.5, 1.5)) > 0

# Angle at which averaged recoils vanish; sign then set by depth/width
neutral = np.arccos(1 / np.sqrt(3))
assert abs(sum(direct_recoil(neutral, 50.0))) < 1e-5
sx, sy = direct_curvature(neutral, np.sqrt(3) * 1.5, 1.5, 1.5)
assert abs(sx + sy) < 2e-3 * abs(sx - sy)
assert sum(direct_curvature(neutral, 1.6 * 1.5, 1.5, 1.5)) > 0
assert sum(direct_curvature(neutral, 1.9 * 1.5, 1.5, 1.5)) < 0

# Slow rotation: integrate one mode through three whole turns
th45 = np.radians(45)
sx, sy = total_coefficients(th45)
mean = (sx + sy) / 2
k_rot = np.sqrt(-mean / (2 * B))
p = 1e-4
drift = -(erosion_speed(th45, p * X, p + 0 * X, *cascade)
          - erosion_speed(th45, -p * X, -p + 0 * X, *cascade)) / (2 * p)
slow = 1e-3
phi0 = np.pi / 4


def mode_rate(t, h):
    psi = phi0 - slow * t
    s_now = sx * np.cos(psi)**2 + sy * np.sin(psi)**2
    return (1j * drift * k_rot * np.cos(psi)
            - s_now * k_rot**2 - B * k_rot**4) * h


t_end = 3 * 2 * np.pi / slow
times = np.linspace(0, t_end, 1201)
run = solve_ivp(mode_rate, (0, t_end), [1 + 0j], t_eval=times,
                method="DOP853", rtol=1e-9, atol=1e-11)
average_rate = -mean * k_rot**2 - B * k_rot**4
assert abs(run.y[0, -1] / np.exp(average_rate * t_end) - 1) < 1e-4
deviation = np.log(np.abs(run.y[0])) - average_rate * times
bound = abs(sx - sy) * k_rot**2 / (2 * slow)
assert abs(np.max(np.abs(deviation)) / bound - 1) < 1e-3

# Fastest modes searched on a wavevector grid
k_axis = np.linspace(0, 0.3, 301)
KX, KY = np.meshgrid(k_axis, k_axis, indexing="ij")
K2 = KX**2 + KY**2


def grid_peak(sx, sy, beam_azimuths):
    rate = np.zeros_like(KX)
    for az in beam_azimuths:
        par = KX * np.cos(az) + KY * np.sin(az)
        perp = -KX * np.sin(az) + KY * np.cos(az)
        rate += -sx * par**2 - sy * perp**2 - B * K2**2
    return np.max(rate) / len(beam_azimuths)


turn = np.arange(12) * 2 * np.pi / 12


def full_rotated_rate(theta, k):
    """Rotated growth rate with the non-local erosion response."""
    azimuths = np.arange(8) * np.pi / 8
    erosive = np.mean([wave_growth(theta, k, f, *cascade) for f in azimuths])
    return erosive - sum(recoil_formula(theta, MU)) / 2 * k**2 - B * k**4


def unstable_window(mu):
    """Angles (deg) up to 85 at which the mean changes sign."""
    grid = np.radians(np.linspace(0, 85, 341))
    value = np.array([mean_coefficient(t, mu) for t in grid])
    return [np.degrees(brentq(mean_coefficient, grid[i], grid[i + 1],
                              args=(mu,)))
            for i in range(len(grid) - 1) if value[i] * value[i + 1] < 0]


print(f"ion energy {ION_ENERGY_EV:.0f} eV, current {CURRENT_UA_CM2:.0f}"
      " uA/cm2")
print(f"ion flux {ion_flux:.3f} ions/(nm2 s)")
print(f"lattice constant {LATTICE_NM} nm, density {atom_density:.2f}"
      " atoms/nm3")
print(f"J/n = {unit_rate:.4f} nm/s per sputtered atom per ion")
print(f"cascade depth {DEPTH} nm, both widths {WIDTH} nm")
print(f"normal yield {NORMAL_YIELD} atoms/ion, mu {MU} atom nm")
print(f"B {B} nm4/s, eroded depth {ERODED_NM:.0f} nm, rotation {RPM} rpm")

for deg in (35, 45, 65):
    th = np.radians(deg)
    speed, ex, ey = erosion_formula(th, *cascade)
    rx, ry = recoil_formula(th, MU)
    sx, sy = total_coefficients(th)
    mean, worst = (sx + sy) / 2, min(sx, sy)
    duration = ERODED_NM / speed
    k_fix = np.sqrt(-worst / (2 * B))
    rate_fix = worst**2 / (4 * B)
    assert abs(grid_peak(sx, sy, [0.0]) / rate_fix - 1) < 3e-3
    gain_fix = np.exp(rate_fix * duration)
    same_k = np.exp((-mean * k_fix**2 - B * k_fix**4) * duration)
    margin = 100 * abs(sx + sy) / max(abs(sx), abs(sy))
    direction = "x" if sx < sy else "y"
    print(f"--- {deg} deg: speed {speed:.3f} nm/s, time {duration:.0f} s")
    print(f"erosion Sx {ex:.4f}, Sy {ey:.4f} nm2/s")
    print(f"recoil  Sx {rx:.4f}, Sy {ry:.4f} nm2/s")
    print(f"total   Sx {sx:.4f}, Sy {sy:.4f}, mean {mean:.4f} nm2/s")
    print(f"fixed: wavevector along {direction}, wavelength"
          f" {2 * np.pi / k_fix:.1f} nm")
    print(f"fixed: peak rate {rate_fix:.3e} 1/s, gain {gain_fix:.3g}")
    print(f"rotated: gain at that same wavelength {same_k:.3g}")
    print(f"change of larger coefficient reversing mean {margin:.0f} %")
    if mean < 0:
        k_rot = np.sqrt(-mean / (2 * B))
        rate_rot = mean**2 / (4 * B)
        assert abs(grid_peak(sx, sy, turn) / rate_rot - 1) < 3e-3
        assert rate_rot < rate_fix
        gain_rot = np.exp(rate_rot * duration)
        k_scan = np.linspace(0.02, 0.12, 26)
        full = [full_rotated_rate(th, k) for k in k_scan]
        assert max(full) > 0
        print(f"rotated: wavelength {2 * np.pi / k_rot:.1f} nm,"
              f" peak rate {rate_rot:.3e} 1/s")
        print(f"rotated: peak gain {gain_rot:.3g}, cutoff wavelength"
              f" {2 * np.pi / np.sqrt(-mean / B):.1f} nm")
        print(f"rotated, non-local erosion: peak rate {max(full):.3e} 1/s")
        print(f"linear final slope: fixed {START_NM * gain_fix * k_fix:.3g},"
              f" rotated {START_NM * gain_rot * k_rot:.3g}")
        swing = abs(sx - sy) * k_rot**2 / (2 * omega)
        print(f"largest log-amplitude excursion in a turn {swing:.4f}")
        print(f"drift speed {abs(drift):.3f} nm/s, circle radius"
              f" {abs(drift) / omega:.2f} nm")
        print(f"composition rate v0/depth {speed / DEPTH:.3f} 1/s,"
              f" omega {omega:.3f} 1/s")
        erosive_mean = (ex + ey) / 2
        mu_needed = -erosive_mean / ((rx + ry) / (2 * MU))
        assert abs(mean_coefficient(th, mu_needed)) < 1e-10
        print(f"mu that would stabilise 45 deg {mu_needed:.2f} atom nm")
    else:
        assert grid_peak(sx, sy, turn) < 1e-12
        assert all(full_rotated_rate(th, k) < 0
                   for k in np.linspace(0.02, 0.3, 15))

print("--- angles where the rotated mean changes sign")
for mu in (0.0, MU, 2 * MU):
    edges = unstable_window(mu)
    assert len(edges) == (1 if mu == 0 else 2)
    assert mean_coefficient(neutral, mu) < 0
    print(f"mu {mu:.0f} atom nm: " + ", ".join(f"{e:.1f}" for e in edges)
          + " deg")
print(f"averaged recoil term vanishes at {np.degrees(neutral):.2f} deg")
print(f"depth/width {DEPTH / WIDTH:.2f}, threshold there {np.sqrt(3):.3f}")

power = ION_ENERGY_EV * CURRENT_UA_CM2 * 1e-6              # W/cm2
hot = (ROOM_K**4 + power * 1e4
       / (2 * EMISSIVITY * const.Stefan_Boltzmann))**0.25
print(f"beam power {power:.2f} W/cm2; radiation-only temperature"
      f" {hot:.0f} K")
print(f"(emissivity {EMISSIVITY}, both faces, surroundings {ROOM_K:.0f} K)")
print("all assertions hold")
```

It prints:

```
ion energy 1000 eV, current 100 uA/cm2
ion flux 6.242 ions/(nm2 s)
lattice constant 0.648 nm, density 29.40 atoms/nm3
J/n = 0.2123 nm/s per sputtered atom per ion
cascade depth 3.0 nm, both widths 1.5 nm
normal yield 1.0 atoms/ion, mu 5.0 atom nm
B 20.0 nm4/s, eroded depth 2000 nm, rotation 1.0 rpm
--- 35 deg: speed 0.336 nm/s, time 5956 s
erosion Sx -0.5509, Sy -0.4126 nm2/s
recoil  Sx 0.3630, Sy 0.7122 nm2/s
total   Sx -0.1879, Sy 0.2997, mean 0.0559 nm2/s
fixed: wavevector along x, wavelength 91.7 nm
fixed: peak rate 4.414e-04 1/s, gain 13.9
rotated: gain at that same wavelength 0.0151
change of larger coefficient reversing mean 37 %
--- 45 deg: speed 0.408 nm/s, time 4901 s
erosion Sx -0.4328, Sy -0.4328 nm2/s
recoil  Sx 0.0000, Sy 0.5307 nm2/s
total   Sx -0.4328, Sy 0.0979, mean -0.1674 nm2/s
fixed: wavevector along x, wavelength 60.4 nm
fixed: peak rate 2.341e-03 1/s, gain 9.64e+04
rotated: gain at that same wavelength 0.0745
change of larger coefficient reversing mean 77 %
rotated: wavelength 97.1 nm, peak rate 3.504e-04 1/s
rotated: peak gain 5.57, cutoff wavelength 68.7 nm
rotated, non-local erosion: peak rate 3.482e-04 1/s
linear final slope: fixed 1e+03, rotated 0.036
largest log-amplitude excursion in a turn 0.0106
drift speed 0.408 nm/s, circle radius 3.90 nm
composition rate v0/depth 0.136 1/s, omega 0.105 1/s
mu that would stabilise 45 deg 8.15 atom nm
--- 65 deg: speed 0.464 nm/s, time 4312 s
erosion Sx 1.4443, Sy -0.2940 nm2/s
recoil  Sx -0.6823, Sy 0.1896 nm2/s
total   Sx 0.7620, Sy -0.1044, mean 0.3288 nm2/s
fixed: wavevector along y, wavelength 123.0 nm
fixed: peak rate 1.363e-04 1/s, gain 1.8
rotated: gain at that same wavelength 0.0137
change of larger coefficient reversing mean 86 %
--- angles where the rotated mean changes sign
mu 0 atom nm: 57.2 deg
mu 5 atom nm: 37.0, 59.0 deg
mu 10 atom nm: 47.7, 63.0 deg
averaged recoil term vanishes at 54.74 deg
depth/width 2.00, threshold there 1.732
beam power 0.10 W/cm2; radiation-only temperature 401 K
(emissivity 0.5, both faces, surroundings 300 K)
all assertions hold
```
